**Root finding and two-cycles for the top-of-barrier potential**

The program solves $U=U_L+(q^2/C_\Sigma)N(U)$, where $U$ is the subband bottom at the barrier top, $U_L$ its value without mobile charge, $N$ the electron density and $C_\Sigma$ the total electrostatic capacitance. The ratio $r=C_Q/C_\Sigma$, with $C_Q=-q^2\,dN/dU$, sets the error multiplier $-r$ of simple iteration. The program asserts that density and current agree with direct sums over wave vectors, and that the roots satisfy the capacitor charge balance. It also asserts that Newton's method from $U_L$ is monotone in 189 two-dimensional cases, where it needs at most 7 steps. In a scan of simple iteration, the 33 cases with $r<1$ at the root converge and the 11 with $r>1$ end in two-cycles; the program would skip cases within 0.03 of $r=1$, but none occur in this scan. At a gate voltage of 0.6 V the root is −59.04 meV with $r=3.04$, while simple iteration alternates between −265.0 and 621.8 meV. The closed formula and a numerical search both place the onset at 0.315 V. For a one-dimensional wire plain Newton iteration also cycles, and the guarded method finds the root at −8.63 meV in ten evaluations.

## Numerical check

```python
"""Top-of-barrier potential of a ballistic transistor.
Result under test: U = G(U) = U_L + (q^2/C_sum) N(U) has one root because
F = U - G(U) has slope 1 + r >= 1, r = C_Q/C_sum, C_Q = -q^2 dN/dU.
Simple iteration multiplies a small error by -r, so for r > 1 at the root it
ends in a two-cycle. Newton from U_L is monotone for a 2D parabolic subband;
a guarded Newton method also handles a 1D wire, where plain Newton can cycle.
U: subband bottom at the barrier top, U_L: its value without mobile charge,
N: electron density there, source Fermi level = 0, drain = -V_D (in eV).
Energies are in eV, lengths in m, capacitances in F/m^2 (wire: F/m).
"""
import math
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq

q, hbar, m_e = sc.e, sc.hbar, sc.m_e
T = 300.0
kT = sc.k * T / q
valleys = 2
mass = 0.2
C_G, C_D, C_S = 0.036, 0.002, 0.002
C_sum = C_G + C_D + C_S
U_0 = 0.3
V_D = 0.5
V_off, V_on = 0.2, 0.6
charging = q / C_sum            # eV per (electron per m^2)
TOL = 1e-12                     # eV, residual at which solvers stop


def softplus(x):
    return max(x, 0.0) + math.log1p(math.exp(-abs(x)))


def fermi(x):
    if x > 0:
        e = math.exp(-x)
        return e / (1 + e)
    return 1 / (1 + math.exp(x))


def dos(m):                     # states per eV per m^2, spin included
    return valleys * m * m_e / (math.pi * hbar**2) * q


def density(U, vd=V_D, m=mass):
    return dos(m) * kT / 2 * (softplus(-U / kT) + softplus((-vd - U) / kT))


def ratio(U, vd=V_D, m=mass):   # C_Q / C_sum
    return charging * dos(m) / 2 * (fermi(U / kT) + fermi((U + vd) / kT))


def laplace(vg, vd=V_D):
    return U_0 - (C_G * vg + C_D * vd) / C_sum


def G(U, vg, vd=V_D, m=mass):
    return laplace(vg, vd) + charging * density(U, vd, m)


def newton_path(vg, vd=V_D, m=mass):
    path = [laplace(vg, vd)]
    for _ in range(100):
        F = path[-1] - G(path[-1], vg, vd, m)
        if abs(F) <= TOL:
            return path
        path.append(path[-1] - F / (1 + ratio(path[-1], vd, m)))
    raise AssertionError("Newton did not converge")


def guarded(residual, lo, hi):
    """Newton with bisection when it leaves the bracket or stalls."""
    u, last, was_newton, bisections = lo, math.inf, False, 0
    for evaluations in range(1, 300):
        F, slope = residual(u)
        if abs(F) <= TOL:
            return u, evaluations, bisections
        if F < 0:
            lo = u
        else:
            hi = u
        trial = u - F / slope
        stalled = was_newton and abs(F) > 0.5 * last
        if stalled or not lo <= trial <= hi:
            trial, was_newton = (lo + hi) / 2, False
            bisections += 1
        else:
            was_newton = True
        last, u = abs(F), trial
    raise AssertionError("guarded method did not converge")


# Even, analytic integrands: the trapezoidal rule converges very fast.
xg = np.linspace(0, 9, 901)
wg = np.full(xg.size, xg[1] - xg[0])
wg[0] /= 2


def occupation_grid(eta):
    return 1 / (1 + np.exp(xg**2 - eta))


def fermi_half(eta):            # normalized Fermi integral of order 1/2
    return 4 / math.sqrt(math.pi) * np.sum(wg * xg**2 * occupation_grid(eta))


v_T = math.sqrt(2 * kT * q / (math.pi * mass * m_e))


def current(U):                 # A per m of width
    return q * dos(mass) * kT / 2 * v_T * (
        fermi_half(-U / kT) - fermi_half((-V_D - U) / kT))


# Root at the high gate voltage, checked against capacitor charge balance.
path_on = newton_path(V_on)
U_on = path_on[-1]
U_off = newton_path(V_off)[-1]
r_on, r_off = ratio(U_on), ratio(U_off)


def plate_balance(phi, vg):
    return (C_G * (phi - vg) + C_D * (phi - V_D) + C_S * phi
            + q * density(U_0 - phi))


for vg, U in ((V_on, U_on), (V_off, U_off)):
    phi = brentq(plate_balance, -2, 2, args=(vg,), xtol=1e-14)
    assert abs(U_0 - phi - U) < 1e-10

# Density and current from a direct sum over half planes of k space.
nodes, weights = np.polynomial.legendre.leggauss(200)
k_max = math.sqrt(2 * mass * m_e * q * (45 * kT + abs(U_on))) / hbar
k1, w1 = (nodes + 1) * k_max / 2, weights * k_max / 2
kx, ky = np.meshgrid(k1, k1, indexing="ij")
cell = 2 * np.outer(w1, w1) * 2 * valleys / (2 * math.pi)**2
E_k = U_on + hbar**2 * (kx**2 + ky**2) / (2 * mass * m_e * q)
f_s = 1 / (1 + np.exp(E_k / kT))
f_d = 1 / (1 + np.exp((E_k + V_D) / kT))
N_direct = np.sum(cell * (f_s + f_d))
J_direct = q * np.sum(cell * hbar * kx / (mass * m_e) * (f_s - f_d))
assert abs(N_direct / density(U_on) - 1) < 1e-8
assert abs(J_direct / current(U_on) - 1) < 1e-8

# Quantum capacitance from a finite difference of the density.
h = 1e-5
slope_fd = (density(U_on + h) - density(U_on - h)) / (2 * h)
assert abs(-charging * slope_fd / r_on - 1) < 1e-6

# Residual bounds the error; Newton from U_L rises without passing the root.
for U in np.linspace(-0.6, 0.8, 29):
    assert abs(U - U_on) <= abs(U - G(U, V_on)) + 1e-11
most_steps, newton_cases = 0, 0
for m in (0.05, 0.2, 1.0):
    for vd in (0.0, 0.05, 0.5):
        for vg in np.linspace(0, 1, 21):
            p = newton_path(vg, vd, m)
            assert all(b >= a - 1e-14 for a, b in zip(p, p[1:]))
            assert all(u - G(u, vg, vd, m) < 1e-13 for u in p)
            most_steps = max(most_steps, len(p) - 1)
            newton_cases += 1
            lo = laplace(vg, vd)
            ug = guarded(lambda u: (u - G(u, vg, vd, m),
                                    1 + ratio(u, vd, m)),
                         lo, G(lo, vg, vd, m))[0]
            assert abs(ug - p[-1]) < 3e-12

# Error multiplier of simple iteration.
small = 1e-7
multiplier = (G(U_on + small, V_on) - U_on) / small
assert abs(multiplier + r_on) < 1e-4 * r_on

# Fate of simple iteration, observed over masses and gate voltages.
converged, cycling = 0, 0
for m in (0.02, 0.05, 0.1, 0.2):
    for vg in np.linspace(0.1, 0.6, 11):
        r_root = ratio(newton_path(vg, V_D, m)[-1], V_D, m)
        if abs(r_root - 1) < 0.03:
            continue            # too slow to classify by iteration
        u = laplace(vg)
        for _ in range(2000):
            u = G(u, vg, V_D, m)
        gap = abs(G(u, vg, V_D, m) - u)
        if r_root < 1:
            assert gap < 1e-9
            converged += 1
        else:
            assert gap > 1e-4
            assert abs(G(G(u, vg, V_D, m), vg, V_D, m) - u) < 1e-9
            cycling += 1
assert converged > 0 and cycling > 0

# Every second iterate is monotone and all starts reach the same two-cycle.
growth = [U_on + 1e-3]
for _ in range(9):
    growth.append(G(growth[-1], V_on))
u = growth[-1]
for _ in range(200):
    u = G(u, V_on)
cycle = sorted((u, G(u, V_on)))
for start in (-0.4, -0.1, U_on + 1e-4, 0.1, 0.7):
    seq = [start]
    for _ in range(200):
        seq.append(G(seq[-1], V_on))
    for part in (seq[::2], seq[1::2]):
        d = np.diff(part)
        assert np.all(d >= -1e-13) or np.all(d <= 1e-13)
    assert np.allclose(sorted(seq[-2:]), cycle, atol=1e-10)
cycle_multiplier = ratio(cycle[0]) * ratio(cycle[1])

off_steps, u = 0, laplace(V_off)
while abs(G(u, V_off) - u) > TOL:
    u, off_steps = G(u, V_off), off_steps + 1
    assert off_steps < 1000

# Gate voltage at which r = 1: closed form against numerical search.
s = 2 * C_sum / (q * dos(mass))
U_crit = kT * math.log((1 - s) / s)
UL_crit = U_crit + kT / s * math.log(1 - s)
V_crit = (U_0 - C_D * V_D / C_sum - UL_crit) * C_sum / C_G
V_search = brentq(lambda v: ratio(newton_path(v)[-1]) - 1, 0.1, 0.6)
assert abs(V_crit - V_search) < 1e-5

# Damping: local limit and globally monotone choice.
lam_limit = 2 / (1 + r_on)


def damped_error(lam, steps=500):
    u = U_on + 1e-4
    for _ in range(steps):
        u += lam * (G(u, V_on) - u)
    return max(abs(u - U_on), abs(u + lam * (G(u, V_on) - u) - U_on))


assert damped_error(0.95 * lam_limit) < 1e-10
assert damped_error(1.05 * lam_limit) > 1e-4
r_max = charging * dos(mass)
lam_safe = 1 / (1 + r_max)
for start in (laplace(V_on), 0.7):
    u, steps = start, 0
    side = math.copysign(1, U_on - start)
    while abs(G(u, V_on) - u) > TOL:
        new = u + lam_safe * (G(u, V_on) - u)
        assert side * (new - u) >= 0 and side * (U_on - new) > -1e-11
        u, steps = new, steps + 1
        assert steps < 1000
    if start < U_on:
        safe_steps = steps

# Equilibrium wire: density is not convex in U and plain Newton cycles.
C_wire, UL_wire = 1e-10, -0.5
k_T = math.sqrt(2 * mass * m_e * kT * q) / hbar
pref = 2 * valleys * k_T / math.pi


def wire_density(U):
    return pref * np.sum(wg * occupation_grid(-U / kT))


def wire_residual(U):
    f = occupation_grid(-U / kT)
    n, dn = pref * np.sum(wg * f), -pref / kT * np.sum(wg * f * (1 - f))
    return U - UL_wire - q / C_wire * n, 1 - q / C_wire * dn


bend = wire_density(-0.31) - 2 * wire_density(-0.3) + wire_density(-0.29)
assert bend < 0
wire_hi = UL_wire + q / C_wire * wire_density(UL_wire)
U_wire, wire_evals, wire_bis = guarded(wire_residual, UL_wire, wire_hi)


def wire_balance(U):            # density from the density of states
    c = valleys * math.sqrt(2 * mass * m_e) / (math.pi * hbar) * math.sqrt(q)
    n = c * quad(lambda E: fermi((E + U) / kT), 0, 1.5,
                 weight="alg", wvar=(-0.5, 0), epsabs=1e-12, limit=200)[0]
    return U - UL_wire - q / C_wire * n


assert abs(brentq(wire_balance, -0.4, 0.4, xtol=1e-13) - U_wire) < 1e-8
wire_path = [UL_wire]
for _ in range(60):
    F, slope = wire_residual(wire_path[-1])
    wire_path.append(wire_path[-1] - F / slope)
assert wire_path[0] < wire_path[2] < wire_path[4] < U_wire
assert wire_path[1] > wire_path[3] > wire_path[5] > U_wire
assert abs(wire_path[-1] - wire_path[-3]) < 1e-9
assert abs(wire_path[-1] - wire_path[-2]) > 0.1


def mev(values, digits=3):
    return ", ".join(f"{1e3 * v:.{digits}f}" for v in values)


print(f"mass {mass} m_e, valleys {valleys}, T {T:.0f} K, kT {1e3*kT:.3f} meV")
print(f"C_G, C_D, C_S = {C_G}, {C_D}, {C_S} F/m^2; C_sum = {C_sum:.3f} F/m^2")
print(f"alpha_G = {C_G/C_sum:.3f}, alpha_D = {C_D/C_sum:.3f}")
print(f"U_0 = {1e3*U_0:.0f} meV, V_D = {V_D} V")
print(f"density of states D = {dos(mass)*1e-18:.4f} per eV nm^2")
print(f"q^2 D = {q*dos(mass):.4f} F/m^2, q^2 D/C_sum = {r_max:.4f}")
print(f"charging energy q^2/C_sum = {charging*1e18:.4f} eV nm^2")
for name, vg, U in (("low", V_off, U_off), ("high", V_on, U_on)):
    print(f"{name} gate V_G = {vg} V: U_L = {1e3*laplace(vg):.3f} meV")
    print(f"  root U* = {1e3*U:.4f} meV, N = {density(U)*1e-18:.6f} nm^-2")
    print(f"  C_Q = {ratio(U)*C_sum:.5f} F/m^2, r = {ratio(U):.4f}")
    print(f"  current J = {current(U):.4g} A/m")
print(f"root, high gate: {U_on*q/sc.value('Hartree energy'):.6f} hartree")
print(f"upper bracket G(U_L), high gate: {mev([G(laplace(V_on), V_on)])} meV")
print(f"Newton iterates, high gate (meV): {mev(path_on, 5)}")
print("Newton residuals |F| (meV): "
      + ", ".join(f"{1e3*abs(u-G(u, V_on)):.1e}" for u in path_on))
print(f"Newton scan: {newton_cases} cases, at most {most_steps} steps")
print(f"simple iteration, low gate, from U_L: {off_steps} steps")
print(f"stopping residual = {1e3*TOL:.0e} meV")
print(f"measured error multiplier, high gate: {multiplier:.4f}")
print("simple iteration errors U_n - U*, high gate (meV):")
print("  " + mev([u - U_on for u in growth], 2))
print(f"two-cycle, high gate: {mev(cycle)} meV")
print(f"  its midpoint: {mev([sum(cycle)/2])} meV")
print(f"  r at its two points: {ratio(cycle[0]):.4f}, {ratio(cycle[1]):.2e}")
print(f"  multiplier over two steps: {cycle_multiplier:.2e}")
print(f"  currents: {current(cycle[0]):.4g}, {current(cycle[1]):.2e} A/m")
print(f"scan of simple iteration: {converged} converge, {cycling} cycle")
print(f"onset: s = {s:.4f}, U_c = {1e3*U_crit:.3f} meV")
print(f"onset: U_L,c = {1e3*UL_crit:.3f} meV, V_G,c = {V_crit:.5f} V")
print(f"onset by numerical search: V_G,c = {V_search:.5f} V")
print(f"damping limit 2/(1+r), high gate = {lam_limit:.4f}")
print(f"globally monotone damping = {lam_safe:.4f}, {safe_steps} steps")
print(f"thermal injection velocity v_T = {v_T:.4g} m/s")
print(f"wire: C = {C_wire:.0e} F/m, U_L = {1e3*UL_wire:.0f} meV, V_D = 0 V")
print(f"wire Newton, first iterates (meV): {mev(wire_path[:6])}")
print(f"wire Newton, final two-cycle: {mev(sorted(wire_path[-2:]))} meV")
print(f"wire guarded root: {1e3*U_wire:.4f} meV")
print(f"wire guarded: {wire_evals} evaluations, {wire_bis} bisections")
print("all tests passed")
```

It prints:

```
mass 0.2 m_e, valleys 2, T 300 K, kT 25.852 meV
C_G, C_D, C_S = 0.036, 0.002, 0.002 F/m^2; C_sum = 0.040 F/m^2
alpha_G = 0.900, alpha_D = 0.050
U_0 = 300 meV, V_D = 0.5 V
density of states D = 1.6709 per eV nm^2
q^2 D = 0.2677 F/m^2, q^2 D/C_sum = 6.6928
charging energy q^2/C_sum = 4.0054 eV nm^2
low gate V_G = 0.2 V: U_L = 95.000 meV
  root U* = 97.0063 meV, N = 0.000501 nm^-2
  C_Q = 0.00307 F/m^2, r = 0.0767
  current J = 9.687 A/m
high gate V_G = 0.6 V: U_L = -265.000 meV
  root U* = -59.0385 meV, N = 0.051420 nm^-2
  C_Q = 0.12148 F/m^2, r = 3.0369
  current J = 1355 A/m
root, high gate: -0.002170 hartree
upper bracket G(U_L), high gate: 621.808 meV
Newton iterates, high gate (meV): -265.00000, -60.97924, -59.04336, -59.03852, -59.03852
Newton residuals |F| (meV): 8.9e+02, 7.9e+00, 2.0e-02, 1.3e-07, 2.8e-14
Newton scan: 189 cases, at most 7 steps
simple iteration, low gate, from U_L: 9 steps
stopping residual = 1e-09 meV
measured error multiplier, high gate: -3.0369
simple iteration errors U_n - U*, high gate (meV):
  1.00, -3.03, 9.25, -27.59, 86.92, -180.64, 596.10, -205.96, 680.85, -205.96
two-cycle, high gate: -265.000, 621.808 meV
  its midpoint: 178.404 meV
  r at its two points: 3.3467, 1.20e-10
  multiplier over two steps: 4.01e-10
  currents: 1.04e+04, 1.49e-08 A/m
scan of simple iteration: 33 converge, 11 cycle
onset: s = 0.2988, U_c = 22.049 meV
onset: U_L,c = -8.663 meV, V_G,c = 0.31518 V
onset by numerical search: V_G,c = 0.31518 V
damping limit 2/(1+r), high gate = 0.4954
globally monotone damping = 0.1300, 37 steps
thermal injection velocity v_T = 1.203e+05 m/s
wire: C = 1e-10 F/m, U_L = -500 meV, V_D = 0 V
wire Newton, first iterates (meV): -500.000, 264.860, -499.277, 264.429, -499.265, 264.422
wire Newton, final two-cycle: -499.265, 264.422 meV
wire guarded root: -8.6298 meV
wire guarded: 10 evaluations, 1 bisections
all tests passed
```
